Dipolar and hyperfine fields at electron traps: estimate and first corrections

**1. One neighbour on the axis**

Place a trap holding one unpaired electron at the origin, with its magnetic moment μ along z. A second trap sits on the z axis at distance z. To see how the field depends on distance, represent the first moment by a current I in a circular loop of radius a, so that μ = πa²I.

Every element of the loop is at distance √(z² + a²) from the second trap. By symmetry only the z components of the element fields survive, and each carries the factor a/√(z² + a²). Summing over the circumference 2πa gives

B_z = (μ₀I/4π) · 2πa · a/(z² + a²)^(3/2).

Substitute I = μ/(πa²) and define K = μ₀μ/(4π):

B_z = 2K/(z² + a²)^(3/2) = (2K/z³)(1 + a²/z²)^(−3/2).

For a ≪ z, the binomial expansion gives the leading term and its first correction:

B_z = (2K/z³)[1 − 3a²/(2z²) + …].

The field falls as the inverse cube of the distance, and the source size enters only at second order. A loop is not a picture of electron spin. A spherical spin cloud has no size correction outside itself, so the loop serves only as a cautious estimate. For a = 0.225 nm, the decay length of the trap orbital used below, and z = 4.64 nm, the correction is −0.35 percent of the leading term. Point moments are therefore adequate at this distance.

**2. Any direction, and the pair estimate**

For a neighbour off the axis, start from the vector potential

**A**(**r**) = (μ₀I/4π) ∮ d**l**′/|**r** − **r**′|.

Far away, 1/|**r** − **r**′| ≈ 1/r + **r**·**r**′/r³. The first term vanishes because ∮ d**l**′ = 0. For the second, put **r**′ = a(cos φ, sin φ, 0) and d**l**′ = a(−sin φ, cos φ, 0)dφ. The averages of cos²φ and sin²φ are 1/2 and that of sin φ cos φ is zero, so

∮ (**r**·**r**′) d**l**′ = πa²(−y, x, 0),

**A** = K(−y, x, 0)/r³.

The z component of the curl is

B_z = ∂A_y/∂x − ∂A_x/∂y
= K[2/r³ − 3(x² + y²)/r⁵]
= K(3cos²θ − 1)/r³,

where θ is the angle from z. On the axis this returns 2K/r³. In the equatorial plane it is −K/r³, and at cos²θ = 1/3 it vanishes.

At density n there is one trap per volume d³, so d = n^(−1/3). The pair scale is

B_d = K/d³ = μ₀μn/(4π).

For n = 10¹⁹ cm⁻³ = 10²⁵ m⁻³, the spacing is d = 4.64 nm. A spin-1/2 electron has μ = gμ_B/2 = 9.285×10⁻²⁴ J/T, where μ_B is the Bohr magneton, and μ₀/4π is 10⁻⁷ T·m/A to the accuracy needed. Thus

B_d = 10⁻⁷ × 9.285×10⁻²⁴ × 10²⁵ T = 9.28 µT.

On the axis the field is 18.6 µT. Ten microtesla is thus the order of magnitude for one neighbour at the mean spacing. It is not yet the field at a typical trap among randomly placed traps.

**3. A random sea of spins**

Let the traps be placed independently and uniformly in a large volume V, with moments along +z or −z with equal probability. The z axis is that of an applied field much larger than the local fields, so the component B_z is the one that matters. We take these fields as static. Their distribution is not a complete resonance lineshape, because spin exchange processes and motion are left out.

One spin contributes b = ±K(3cos²θ − 1)/r³. For N independent spins, the average of exp(ikB_z) is the Nth power of the average for one. The two signs cancel the sine part:

⟨exp(ikB_z)⟩ = [1 − (1/V)∫(1 − cos kb)d³r]^N.

With N, V → ∞ at fixed n = N/V, this becomes exp(−S), where

S = n∫(1 − cos kb)d³r.

At large r the integrand falls as 1/r⁶, so the integral converges. Write w = 3cos²θ − 1 and v = r³, so r²dr = dv/3. Then put x = |kKw|/v, for which |dv| = |kKw|dx/x²:

∫₀^∞ r²(1 − cos kb)dr = (|kKw|/3) ∫₀^∞ (1 − cos x)/x² dx.

Integration by parts turns the last integral into ∫₀^∞ (sin x)/x dx; the boundary terms vanish. Using 1/x = ∫₀^∞ exp(−sx)ds and doing the x integral first gives ∫₀^∞ ds/(1 + s²) = π/2.

For the angles, set c = cos θ. The antiderivative of 3c² − 1 is c³ − c, which is zero at c = 0 and c = 1 and equals −2/(3√3) at the sign change c = 1/√3. Hence

∫₀¹|3c² − 1|dc = 4/(3√3),

∫|w|dΩ = 2π · 2 · 4/(3√3) = 16π/(3√3).

Collecting factors,

S = n|k|K · (π/6) · 16π/(3√3) = Γ|k|,

Γ = [8π²/(9√3)] nK = 5.065 B_d.

The Fourier inverse of exp(−Γ|k|) is a Lorentzian:

p(B_z) = (1/π) Γ/(B_z² + Γ²).

Integrating from −B to B gives

P(|B_z| < B) = (2/π) arctan(B/Γ).

Half the traps have |B_z| below Γ, since arctan 1 = π/4. In the example Γ = 5.065 × 9.28 µT = 47.0 µT. Random sampling of 20,000 sites, each with its 400 nearest spins, gave a median of 46.1 µT, which is 2 percent below the formula.

Γ includes the fields of all the spins, and a random arrangement also places some of them closer than d. The probability of no neighbour within R is exp(−4πnR³/3). The mean nearest distance is the integral of this probability over R:

⟨R⟩ = Γ_E(4/3)(4πn/3)^(−1/3) = 2.57 nm,

where Γ_E is Euler's gamma function. At 2.57 nm the scale K/R³ is 54.6 µT, comparable with Γ. The mean spacing d is thus a poor stand-in for the nearest distance.

**4. Weak and strong fields, with first corrections**

For B ≪ Γ, arctan u = u − u³/3 + … gives

P(|B_z| < B) = (2/π)[B/Γ − B³/(3Γ³) + …].

At B = B_d, B/Γ = 1/5.065 = 0.197. The leading term is 12.6 percent and the corrected value 12.4 percent. In this model, only about one trap in eight sees less than the pair scale.

For B ≫ Γ, use 1 − (2/π)arctan(B/Γ) = (2/π)arctan(Γ/B):

P(|B_z| > B) = (2/π)[Γ/B − Γ³/(3B³) + …].

The leading term has a simple origin. One spin produces |b| > B when r³ < K|w|/B. The volume of that region is

(K/3B)∫|w|dΩ = 16πK/(9√3 B).

Multiplying by n gives 2Γ/(πB), precisely the leading tail. To this order a strong field comes from a single close neighbour.

The correction needs more care. If p = 2Γ/(πB) is the mean number of such neighbours, the chance of finding at least one is 1 − exp(−p) = p − p²/2 + …. The Lorentzian tail has no quadratic term. The fields of the remaining spins must therefore be included at second order in density; counting close neighbours alone gives the wrong first correction.

**5. The hyperfine field**

The competing field comes from nuclei at the dangling bond. Outside a nucleus, its field is the dipole field already found, with the nuclear moment projection μ_N,z in place of μ. Over a spherical shell of uniform electron density this averages to zero, because ∫(3cos²θ − 1)dΩ = 0. What remains for an s-like density is the field inside a tiny ball around the nucleus.

Its integral follows from the vector potential on the surface:

∫(∇×**A**)dV = ∮ **n**×**A** dS.

On a sphere of radius R around a moment m along z, A has the azimuthal component A_φ = μ₀m sin θ/(4πR²). The z component of **n**×**φ̂** is sin θ. Therefore

∫B_z dV = 2πR² ∫₀^π [μ₀m sin θ/(4πR²)] sin θ · sin θ dθ
= (μ₀m/2) · (4/3)
= (2/3)μ₀m.

The radius has dropped out. As the ball shrinks, the electron density inside approaches |ψ(0)|², and the electron feels the mean contact field

B_hf = (2/3)μ₀μ_N,z|ψ(0)|².

The non-s part of the orbital adds an anisotropic field, which this estimate omits.

For the silicon atom carrying the dangling bond, choose a contact density of 7000 nm⁻³ and a ²⁹Si moment of magnitude 0.56 nuclear magnetons. With the nuclear magneton 5.051×10⁻²⁷ J/T,

|B_hf| = 8.378×10⁻⁷ × 0.56 × 5.051×10⁻²⁷ × 7×10³⁰ T = 16.6 mT.

Most silicon nuclei have no spin; ²⁹Si makes up roughly 5 percent. A stricter comparison uses nitrogen neighbours, since nearly all nitrogen is ¹⁴N with spin 1. For a moment of 0.40 nuclear magnetons and 200 nm⁻³ at each nucleus, a projection of 1 gives 0.339 mT. The projections −1, 0 and 1 are equally likely, so their mean square is 2/3. Three independent equivalent nuclei have mean square 3 × 2/3 = 2, hence

B_N = √2 × 0.339 mT = 0.479 mT.

**6. Reading the comparison**

The pair field of 9.28 µT is smaller than B_N by a factor of 52 and smaller than the ²⁹Si field by about 1800. Against the random-sea half-width of 47 µT, the factors are 10 and about 350. The dipolar field is therefore the smaller typical scale in both cases, but for nitrogen the margin is one order of magnitude once all neighbours are counted.

The tail qualifies this. With Γ/B_N = 47.0/479 = 0.098, the leading fraction of traps with |B_z| above B_N is (2/π) × 0.098 = 6.2 percent. The first correction is −0.02 percentage points. Sampling gave 6.0 percent. B_N is a root-mean-square value, not the field at every trap: the three projections sum to zero in 7 of the 27 combinations. Compared trap by trap with its own nitrogen contact field, the dipolar field is the larger one at about 31 percent of the traps.

Since Γ is proportional to n, it reaches B_N at

n = 10¹⁹ cm⁻³ × 479/47.0 = 1.02×10²⁰ cm⁻³,

with the contact densities held fixed. Near that density the dipolar field is no longer small beside the nitrogen field, though it is still small beside the ²⁹Si field. This compares dipolar and hyperfine fields only. In the exchange model of the next section, most traps at that density have an exchange field larger than both hyperfine fields.

**7. When exchange overtakes the dipolar field**

Close traps also interact through tunnelling. Model each neutral trap as a well of negligible range with binding energy E_t = ħ²κ²/(2m), where m is the effective mass. Its orbital is proportional to exp(−κρ)/ρ, which behaves as 1/ρ − κ near the well. The same ratio of constant to singular term must hold at each of two wells a distance R apart.

Take the combination exp(−qρ₁)/ρ₁ + s exp(−qρ₂)/ρ₂ with s = ±1. Near well 1 it is 1/ρ₁ − q + s exp(−qR)/R. Matching the constant to −κ gives

q = κ + s exp(−qR)/R.

Let ε = exp(−κR)/R. To first order q = κ + sε. Putting this back in the exponent gives exp(−qR)/R = ε(1 − sεR + …), so

q = κ + sε − Rε² + ….

The second-order shift is the same for both signs. In q² the second-order terms are also common, and they cancel in the splitting. Half the energy splitting is the hopping energy

t = (ħ²/2m)(q₊² − q₋²)/2 = (ħ²/2m)2κε = 2E_t exp(−κR)/(κR).

Now put one electron on each trap, with repulsion U when both share a trap. The triplet cannot hop, because equal spins cannot share the orbital, and its energy is 0. The singlet couples to the symmetric doubly occupied state with strength 2t: four amplitudes of size t, each weighted by 1/2. Its energy obeys E(E − U) = 4t². The lower root gives the singlet–triplet gap

J = √(U²/4 + 4t²) − U/2 = (4t²/U)[1 − 4t²/U² + …].

Express J as a field through the convention 2μB_ex = J. This convention is generous to exchange. With coupling J **S**₁·**S**₂ and a static neighbour, reversing one spin changes the exchange energy by J/2, so the field directly comparable with B_z and the hyperfine fields is B_ex/2. Using B_ex/2 moves each crossing distance below inward by 0.07 to 0.08 nm.

For E_t = 1.5 eV, U = 1 eV and m equal to 0.5 electron masses, κ = 4.44 nm⁻¹. At R = 2.57 nm, κR = 11.4, t = 2.9×10⁻⁶ eV and J = 3.4×10⁻¹¹ eV. The field is 0.29 µT, well below the dipolar 54.6 µT. At the mean spacing it is about 10⁻⁹ µT.

The exponential reverses this order at short distance. B_ex equals K/R³ at R of about 2 nm, and roughly a quarter of the traps have a neighbour closer than that. The short-range well leaves out the Coulomb attraction of the positive core that remains when the electron is removed. At fixed binding energy this attraction lengthens the tail of the orbital and can raise J tenfold or more. A tenfold rise would move the crossing outward by about 0.3 nm, so the distances and fractions given here belong to this model.

Exchange at short distance affects the reading of the dipolar tail. A single neighbour gives at most 2K/r³, so it can exceed B_N only for

r < d(2B_d/B_N)^(1/3) = 4.64 nm × (18.57/479)^(1/3) = 1.57 nm.

That is inside the exchange crossover. The 6 percent is thus a statement about dipolar fields alone; for these close pairs, exchange is the larger interaction in this model. B_ex also exceeds B_N itself for R below about 1.8 nm, and about 22 percent of the traps have a neighbour that close (1.75 nm and 20 percent if B_ex/2 is used). The nitrogen hyperfine field is therefore the larger scale only for traps without such a close neighbour. The much stronger ²⁹Si field, where present, is overtaken only below about 1.5 nm.

**8. The film and the real material**

The parameters represent a silicon-nitride-like charge-trap layer 6 nm thick, at 300 K in 0.35 T normal to the film. The thickness is little more than one mean spacing, so distant neighbours above and below are missing. For a trap at mid-plane, sampling gives a median |B_z| of 40.8 µT, against 46.1 µT for the same sample without film boundaries. The reduction is a little over one tenth. Traps nearer a surface lose more: a trap at the surface itself has no neighbours on one side, which alone halves Γ. Averaged over depth, the median is about 35 µT. The close-neighbour fractions of section 7 are bulk values too; averaged over the film, 27 and 22 percent become about 24 and 20 percent.

Equal numbers of up and down moments are a good approximation here. Boltzmann weights exp(±μB₀/k_BT), with B₀ the applied field, give the polarization

P_s = tanh(μB₀/k_BT) = 0.0785 percent.

The corresponding magnetization field scale is μ₀nμP_s = 0.092 µT, before a shape factor of order one. This is small beside both B_d and Γ.

A trap density near 10¹⁹ cm⁻³ is a reasonable order of magnitude for a trap-rich nitride layer. The depth, mass, repulsion and contact densities are rough model inputs, not a computed defect structure. One assumption that can fail in a device is that every trap holds one unpaired electron. Empty traps and traps with paired electrons contribute no spin moment. In silicon nitride the silicon dangling bond is reported to have a negative effective repulsion once the lattice relaxes, so in equilibrium most such defects are empty or doubly occupied; the U = 1 eV used above stands for an unrelaxed value. If one tenth of the traps are singly occupied, at random, n in the dipolar formulas falls tenfold: B_d becomes 0.93 µT and the bulk Γ becomes 4.7 µT. The spacing is then 10 nm, more than the film thickness, so the bulk formula overestimates the field in the film, where the median at mid-plane is about 2.6 µT. The hyperfine field of each remaining spin is unchanged, so the separation widens. Clustering acts the other way, by supplying more close pairs than a uniform random arrangement. The full set of values is in the numerical output below.

Values computed for the example and the checks

```
Input trap density: 1.0e+19 cm^-3
Input film thickness: 6.0 nm
Input temperature: 300 K
Input applied field: 0.35 T
Input trap depth: 1.5 eV
Input effective mass: 0.5 electron masses
Input on-site repulsion: 1.0 eV
Input 29Si moment magnitude: 0.56 nuclear magnetons
Input 14N moment: 0.40 nuclear magnetons
Input contact density at Si: 7000 nm^-3
Input contact density at each N: 200 nm^-3
Electron moment magnitude: 9.2848e-24 J/T
Mean spacing: 4.642 nm
Pair dipolar field scale: 9.28 microtesla
Pair field on axis: 18.57 microtesla
Random-sea width factor: 5.065 (dimensionless)
Random-sea half-width: 47.0 microtesla
Sampled median |B_z|: 46.1 microtesla
Sampled median |B_z| at film centre: 40.8 microtesla
29Si hyperfine field magnitude: 16.59 mT
Single 14N field at projection 1: 0.339 mT
Three-14N rms hyperfine field: 0.479 mT
Ratio 29Si field / pair field: 1786 (dimensionless)
Ratio 14N rms / pair field: 51.6 (dimensionless)
Ratio 29Si field / sea half-width: 353 (dimensionless)
Ratio 14N rms / sea half-width: 10.2 (dimensionless)
Fraction with |B_z| above 14N rms: 6.2 percent
Sampled fraction above 14N rms: 6.0 percent
Density where sea half-width equals 14N rms: 1.02e+20 cm^-3
Mean nearest-neighbour distance: 2.571 nm
Dipolar scale at that distance: 54.6 microtesla
Trap wavefunction decay rate: 4.437 nm^-1
Exchange field at mean spacing: 9.49e-10 microtesla
Exchange field at mean nearest distance: 0.294 microtesla
Exchange-dipole crossover distance: 1.952 nm
Traps with a neighbour inside crossover: 26.8 percent
Thermal spin polarization: 0.0785 percent
Mean magnetization field scale: 0.0915 microtesla
```
